**Canonical purification with a trace-conserving cubic map**

The program examines the map that purifies a density matrix P with c = Tr(P² − P³)/Tr(P − P²), where c is the unstable fixed point and N is the number of occupied orbitals. It derives both branches of the cubic symbolically from their fixed points and one flat end, and asserts exact trace conservation in rational arithmetic. For a 60-site model ring with N = 10, it asserts that the trace is conserved, that the energy never rises, and that the result agrees with the projector from diagonalization. The output shows convergence in 13 steps, with the trace constant to about 10⁻¹⁴. From the same start, fixing c at 1/2 gives 0 electrons and freezing it at its first value gives 20. Further assertions cover 110 random spectra at all fillings, a partly filled degenerate level that keeps fractional occupations, and the quadratic convergence near the end. With truncated matrix products, the trace is conserved when c is formed from those same products, and changes by 0.39 in the printed case when it is not.

## Verification by program

```python
"""Canonical (trace-conserving) purification of a density matrix.

Result under test: with c = Tr(P^2 - P^3) / Tr(P - P^2), the cubic map
  c >= 1/2 : P' = ((1+c) P^2 - P^3) / c
  c <  1/2 : P' = ((1-2c) P + (1+c) P^2 - P^3) / (1-c)
keeps Tr P fixed and leads to the projector on the N lowest levels of H.
P: density matrix, H: Hamiltonian (eV), M: basis size, N: occupied orbitals,
x: eigenvalues of P (occupations), c: unstable fixed point of the map.
"""
import numpy as np
import sympy as sp


def high_map(p, p2, p3, c):
    return ((1 + c) * p2 - p3) / c


def low_map(p, p2, p3, c):
    return ((1 - 2 * c) * p + (1 + c) * p2 - p3) / (1 - c)


def cubic(p, p2, p3, c):
    return high_map(p, p2, p3, c) if c >= 0.5 else low_map(p, p2, p3, c)


def fixed_point(x):
    return np.sum(x**2 - x**3) / np.sum(x - x**2)


def step_occupations(x):
    return cubic(x, x**2, x**3, fixed_point(x))


def start_slope(n_occ, size, mean, low, high):
    return min(n_occ / (high - mean), (size - n_occ) / (mean - low))


# --- the cubics follow from their fixed points and one flat end ---
X, C = sp.symbols("x c", positive=True)
k = sp.symbols("k0:4")
general = sum(k[j] * X**j for j in range(4))
for flat_end, formula in ((0, high_map), (1, low_map)):
    conditions = [general.subs(X, 0), general.subs(X, 1) - 1,
                  general.subs(X, C) - C,
                  sp.diff(general, X).subs(X, flat_end)]
    solution = sp.solve(conditions, k, dict=True)[0]
    difference = general.subs(solution) - formula(X, X**2, X**3, C)
    assert sp.simplify(difference) == 0

# --- exact trace conservation in rational arithmetic, both branches ---
R = sp.Rational
A = sp.Matrix([[R(1, 5), R(1, 7), 0],
               [R(1, 7), R(1, 3), R(1, 9)],
               [0, R(1, 9), R(1, 4)]])
branches = set()
for B in (A, sp.eye(3) - A):
    B2 = B * B
    B3 = B2 * B
    c_exact = (B2 - B3).trace() / (B - B2).trace()
    branches.add(bool(c_exact >= R(1, 2)))
    assert cubic(B, B2, B3, c_exact).trace() == B.trace()
    c_wrong = c_exact + R(1, 50)
    assert cubic(B, B2, B3, c_wrong).trace() != B.trace()
assert branches == {True, False}

# --- the chosen strength a is the largest that keeps the map monotone ---
grid = np.linspace(0, 1, 2001)
for c in (0.1, 0.3, 0.5, 0.7, 0.9):
    assert np.diff(cubic(grid, grid**2, grid**3, c)).min() > -1e-14
    a_big = 1.05 / max(c, 1 - c)
    too_strong = grid + a_big * grid * (1 - grid) * (grid - c)
    assert np.diff(too_strong).min() < -1e-7

# --- small hand example ---
x_hand = np.array([0.7, 0.2, 0.1])
x_next = step_occupations(x_hand)
assert abs(x_next.sum() - x_hand.sum()) < 1e-14
print("Hand example, occupations:", x_hand)
print(f"  Tr(P^2-P^3) = {np.sum(x_hand**2 - x_hand**3):.4f}")
print(f"  Tr(P-P^2)   = {np.sum(x_hand - x_hand**2):.4f}")
print(f"  c           = {fixed_point(x_hand):.5f}")
print("  next occupations:", np.round(x_next, 5))
print(f"  next sum    = {x_next.sum():.6f}")

# --- model ring ---
M, N, hop, deep, period = 60, 10, -1.0, -2.0, 6
H = np.zeros((M, M))
for i in range(M):
    H[i, (i + 1) % M] = H[(i + 1) % M, i] = hop
    H[i, i] = deep if i % period == 0 else 0.0
levels, orbitals = np.linalg.eigh(H)
projector = orbitals[:, :N] @ orbitals[:, :N].T
energy_ref = levels[:N].sum()
radius = np.abs(H).sum(axis=1) - np.abs(np.diag(H))
h_min = (np.diag(H) - radius).min()
h_max = (np.diag(H) + radius).max()
mu = np.trace(H) / M
lam = start_slope(N, M, mu, h_min, h_max)
identity = np.eye(M)
P = N / M * identity + lam / M * (mu * identity - H)
x_start = np.linalg.eigvalsh(P)
assert abs(np.trace(P) - N) < 1e-12
assert x_start.min() > -1e-12 and x_start.max() < 1 + 1e-12
print(f"Ring: M = {M}, N = {N}, hopping {hop} eV, deep site {deep} eV,"
      f" every {period}th")
print(f"  Gershgorin bounds {h_min:.3f}, {h_max:.3f} eV; mu = {mu:.5f} eV")
print(f"  lambda = {lam:.5f} 1/eV; gap = {levels[N] - levels[N-1]:.5f} eV")
print(f"  starting occupations from {x_start.min():.5f}"
      f" to {x_start.max():.5f}")
print(" n      c       Tr P      Tr(P-P^2)  E (eV)      x_N      x_N+1")

history, c_list, energies, traces = [], [], [], []
for n in range(100):
    P2 = P @ P
    P3 = P2 @ P
    defect = np.trace(P - P2)
    x = np.linalg.eigvalsh(P)[::-1]
    energy = np.sum(P * H)
    history.append(P)
    energies.append(energy)
    traces.append(np.trace(P))
    finished = defect < 1e-9
    c = np.nan if finished else np.trace(P2 - P3) / defect
    c_text = "   --   " if finished else f"{c:8.5f}"
    print(f"{n:2d} {c_text} {traces[-1]:10.7f} {defect:10.2e}"
          f" {energy:11.6f} {x[N-1]:8.5f} {x[N]:8.5f}")
    if finished:
        break
    c_list.append(c)
    P_new = cubic(P, P2, P3, c)
    # growth of Tr P^2, directly and from the sum of squares
    a = 1 / max(c, 1 - c)
    shifted = P - c * identity
    growth = 2 * a * np.trace((P - P2) @ shifted @ shifted)
    growth += np.sum((P_new - P)**2)
    assert abs(np.sum(P_new**2) - np.sum(P**2) - growth) < 1e-10
    assert growth > -1e-12
    P = P_new
assert finished
drift = np.abs(np.array(traces) - N).max()
assert drift < 1e-10
assert np.diff(energies).max() < 1e-10
assert np.abs(P - projector).max() < 1e-8
assert abs(energies[-1] - energy_ref) < 1e-7
assert abs(c_list[-1] - 0.5) < 0.01
print(f"Largest |Tr P - N| in the run: {drift:.1e}")
print(f"Energy by diagonalization: {energy_ref:.6f} eV")
print(f"Largest element of P - projector: {np.abs(P - projector).max():.1e}")

# --- same start, but c held fixed: electron number is lost ---
for label, c_fixed in (("c = 1/2", 0.5), ("c frozen at first value", c_list[0])):
    x = x_start.copy()
    for _ in range(400):
        x = cubic(x, x**2, x**3, c_fixed)
    assert abs(x.sum() - N) > 0.5
    print(f"Final Tr P with {label}: {x.sum():.4f}")

# --- truncated products: c must come from the same products ---
def drop_small(matrix, threshold=1e-2):
    return np.where(np.abs(matrix) < threshold, 0.0, matrix)


P = history[5]
Q2 = drop_small(P @ P)
Q3 = drop_small(P @ Q2)
c_same = np.trace(Q2 - Q3) / np.trace(P - Q2)
shift_same = np.trace(cubic(P, Q2, Q3, c_same)) - np.trace(P)
shift_other = np.trace(cubic(P, Q2, Q3, c_list[5])) - np.trace(P)
assert abs(shift_same) < 1e-11 and abs(shift_other) > 1e-6
print("Truncated products (elements below 0.01 dropped), step from n = 5:")
print(f"  trace change, c from truncated products: {shift_same:.1e}")
print(f"  trace change, c from full products:      {shift_other:.1e}")

# --- random spectra, all fillings: the N lowest levels get filled ---
rng = np.random.default_rng(7)
size, runs, most_steps = 12, 0, 0
used = set()
for n_occ in range(1, size):
    for _ in range(10):
        e = np.sort(rng.uniform(-1, 1, size))
        slope = start_slope(n_occ, size, e.mean(), e[0], e[-1])
        x = n_occ / size + slope / size * (e.mean() - e)
        steps = 0
        while np.sum(x - x**2) > 1e-9 and steps < 1000:
            used.add(bool(fixed_point(x) >= 0.5))
            x = step_occupations(x)
            steps += 1
        target = (np.arange(size) < n_occ).astype(float)
        assert np.abs(x - target).max() < 1e-8
        runs += 1
        most_steps = max(most_steps, steps)
assert used == {True, False}
print(f"Random spectra: {runs} runs correct, at most {most_steps} steps")

# --- partly filled degenerate level: fractional occupations remain ---
e = np.array([-2.0, -1.0, -1.0, -1.0, 0.5, 1.0, 2.0])
slope = start_slope(2, e.size, e.mean(), e.min(), e.max())
x = 2 / e.size + slope / e.size * (e.mean() - e)
for _ in range(200):
    x = step_occupations(x)
assert np.abs(x - np.array([1, 1/3, 1/3, 1/3, 0, 0, 0])).max() < 1e-9
print("Threefold level, N = 2, levels (eV):", e)
print("  final occupations:", np.abs(np.round(x, 5)))

# --- end game: c tends to 1/2 and errors become quadratic ---
u = 1e-4 * np.array([4.0, 1.0, 1.0])
v = 1e-4 * np.array([2.0, 2.0, 2.0])
s = u.sum()
imbalance = (np.sum(u**2) - np.sum(v**2)) / s
x = np.concatenate([1 - v, u])
c_shift = fixed_point(x) - 0.5
assert abs(c_shift / (0.75 * imbalance) - 1) < 0.01
x = step_occupations(x)
v_new, u_new = 1 - x[:3], x[3:]
assert np.allclose(u_new, 3 * u**2, rtol=0.01, atol=0)
assert np.allclose(v_new, 3 * v**2 + 3 * v * imbalance, rtol=0.01, atol=0)
print("End game, errors near 0:", u, " near 1:", v)
print(f"  c - 1/2 = {c_shift:.4e}, predicted {0.75 * imbalance:.4e}")
print(f"  largest error after one step: {max(u_new.max(), v_new.max()):.3e}")

print("all good")
```

Printed output:

```
Hand example, occupations: [0.7 0.2 0.1]
  Tr(P^2-P^3) = 0.1880
  Tr(P-P^2)   = 0.4600
  c           = 0.40870
  next occupations: [0.80346 0.14353 0.05301]
  next sum    = 1.000000
Ring: M = 60, N = 10, hopping -1.0 eV, deep site -2.0 eV, every 6th
  Gershgorin bounds -4.000, 2.000 eV; mu = -0.33333 eV
  lambda = 4.28571 1/eV; gap = 1.08156 eV
  starting occupations from 0.01127 to 0.34587
 n      c       Tr P      Tr(P-P^2)  E (eV)      x_N      x_N+1
 0  0.23359 10.0000000   7.55e+00  -14.285714  0.34383  0.26658
 1  0.24879 10.0000000   7.36e+00  -15.527682  0.37628  0.27499
 2  0.26794 10.0000000   7.10e+00  -16.897049  0.41611  0.28194
 3  0.29227 10.0000000   6.75e+00  -18.404373  0.46529  0.28582
 4  0.32317 10.0000000   6.27e+00  -20.053978  0.52611  0.28395
 5  0.36178 10.0000000   5.59e+00  -21.833389  0.60086  0.27217
 6  0.40752 10.0000000   4.62e+00  -23.691694  0.69070  0.24436
 7  0.45482 10.0000000   3.32e+00  -25.502094  0.79281  0.19351
 8  0.49008 10.0000000   1.79e+00  -27.024468  0.89465  0.11870
 9  0.50206 10.0000000   5.25e-01  -27.960747  0.96943  0.04251
10  0.50086 10.0000000   4.74e-02  -28.254189  0.99702  0.00525
11  0.50002 10.0000000   5.10e-04  -28.281096  0.99996  0.00008
12  0.50000 10.0000000   8.74e-08  -28.281382  1.00000  0.00000
13    --    10.0000000   1.22e-14  -28.281382  1.00000  0.00000
Largest |Tr P - N| in the run: 7.1e-15
Energy by diagonalization: -28.281382 eV
Largest element of P - projector: 1.2e-15
Final Tr P with c = 1/2: 0.0000
Final Tr P with c frozen at first value: 20.0000
Truncated products (elements below 0.01 dropped), step from n = 5:
  trace change, c from truncated products: -1.8e-15
  trace change, c from full products:      3.9e-01
Random spectra: 110 runs correct, at most 31 steps
Threefold level, N = 2, levels (eV): [-2.  -1.  -1.  -1.   0.5  1.   2. ]
  final occupations: [1.      0.33333 0.33333 0.33333 0.      0.      0.     ]
End game, errors near 0: [0.0004 0.0001 0.0001]  near 1: [0.0002 0.0002 0.0002]
  c - 1/2 = 7.4984e-05, predicted 7.5000e-05
  largest error after one step: 4.798e-07
all good
```
